# Size-Intensive Excitations and Additive Polarizabilities of Distant Closed-Shell Fragments, part 2

Two neutral closed-shell fragments $X$ and $Y$ are a large distance $R$ apart, along the unit vector $\hat{\mathbf R}$. Their local excitation energies tend to those of the isolated fragments (size intensivity). We now ask why their polarizabilities nearly add.

Hartree atomic units and real orbitals localized on one fragment each are used; $i,j$ are occupied, $a,b$ virtual. A perturbation $v(e^{-i\omega t}+e^{i\omega t})$, equal for both spins, changes the density matrix of one spin by $\delta P_{ai}=X_{ia}e^{-i\omega t}+Y_{ia}e^{i\omega t}$ and $\delta P_{ia}=\delta P_{ai}^*$. The real amplitudes $X$ and $Y$, which share their letters with the fragments, obey the response equations

$$(A-\omega)X+BY=-v,\qquad BX+(A+\omega)Y=-v, \tag{1}$$

where $A$ and $B$ are the singlet response matrices. The Tamm-Dancoff approximation (TDA) sets $B=0$. The matrices $A$ and $A\pm B$ are positive definite. Excitation energies $\Omega$ follow from the eigenvalues $\Omega^2$ of $S$:

$$SZ=\omega^2Z,\qquad S=(A-B)^{1/2}(A+B)(A-B)^{1/2}.\tag{6}$$

As $R\to\infty$, $A$ and $B$ become block diagonal in the local classes $XX$, $YY$ and the charge-transfer (CT) classes $X\to Y$, $Y\to X$. Between local excitations

$$A_{ia,jb}=B_{ia,jb}=2\,\boldsymbol\mu_{ia}\cdot T\cdot\boldsymbol\mu_{jb}+O(R^{-4}),\tag{4}$$

with $\boldsymbol\mu_{ia}=\langle i|\mathbf r|a\rangle$ and $T=(1-3\hat{\mathbf R}\hat{\mathbf R}^T)/R^3$, so $T_{zz}=-2/R^3$ along the axis and $T_{xx}=T_{yy}=1/R^3$ across it.

$F$ is the Kohn-Sham matrix; self-consistency means $F_{ai}=0$. The functional contains the fraction $c$ of exact exchange, which shifts the CT diagonal of $A$ by $-c/R$ to leading order.

In the example (PBE0/def2-SVP, $c=0.25$), $X$ is H₂ and $Y$ is Be, both on the $z$ axis, with $R$ measured from the midpoint of H₂. The opening puzzle: at 40 bohr the static polarizability of the pair along $z$ exceeds the fragment sum by 0.0177 bohr³ in full response but only 0.0129 bohr³ in TDA, although both fragments are more polarizable in TDA.

### Polarizability in the two methods

An electron has charge $-1$, so a field $\mathcal F(e^{-i\omega t}+e^{i\omega t})$ along axis $k$ adds the energy $+\mathcal F r_k(e^{-i\omega t}+e^{i\omega t})$. The perturbation vector is $v=\mathcal F\mu_k$, where $\mu_k$ collects the $k$ components of all transition dipoles. The sum and difference of the response equations are

$$(A+B)(X+Y)-\omega(X-Y)=-2\mathcal F\mu_k,$$

$$(A-B)(X-Y)=\omega(X+Y).$$

Solving the second for $X-Y$ and inserting it in the first gives

$$M(\omega)(X+Y)=-2\mathcal F\mu_k,\qquad M(\omega)=A+B-\omega^2(A-B)^{-1}.$$

For each spin, $\langle r_l\rangle$ changes by $\mu_l^T(X+Y)$. Two spins and the negative charge make the induced dipole $-2\mu_l^T(X+Y)$. Division by $\mathcal F$ gives

$$\alpha_{lk}(\omega)=4\,\mu_l^TM(\omega)^{-1}\mu_k.\tag{7}$$

In TDA the response equations decouple into $(A-\omega)X=-v$ and $(A+\omega)Y=-v$, so that

$$\alpha^{\rm TDA}_{lk}(\omega)=2\,\mu_l^T\left[(A-\omega)^{-1}+(A+\omega)^{-1}\right]\mu_k.\tag{8}$$

At zero frequency these become $4\mu_l^T(A+B)^{-1}\mu_k$ and $4\mu_l^TA^{-1}\mu_k$.

The poles follow from the identity $M(\omega)=(A-B)^{-1/2}(S-\omega^2)(A-B)^{-1/2}$. Multiplying out its right side confirms it. Its inverse is $(A-B)^{1/2}(S-\omega^2)^{-1}(A-B)^{1/2}$, which diverges when $\omega$ equals an excitation energy $\Omega$ with nonzero weight.

To obtain the sum over states, let $Z$ be a unit eigenvector of $S$ and choose $X+Y=\Omega^{-1/2}(A-B)^{1/2}Z$. Then $X-Y=\Omega^{1/2}(A-B)^{-1/2}Z$, and $(X+Y)^T(X-Y)=1$. With $d_k=\sqrt2\,\mu_k^T(X+Y)$, formula (7) becomes

$$\alpha_{kk}(\omega)=\sum\frac{2\Omega\,d_k^2}{\Omega^2-\omega^2},\tag{9}$$

where the sum runs over the roots. The factor $4\Omega(\mu_k^T(X+Y))^2$ has become $2\Omega d_k^2$. For TDA the amplitude $Y$ is absent from an eigenvector, $d_k=\sqrt2\,\mu_k^TX$ with $X^TX=1$, and (8) gives the same sum.

### Additivity

A local transition dipole does not depend on the origin: moving it by $\mathbf r_0$ changes $\boldsymbol\mu_{ia}$ by $-\mathbf r_0\langle i|a\rangle=0$. The dipoles of a fragment that has been carried to a distant place therefore tend to those of the isolated fragment, although $\mathbf r$ itself is large there. A charge-transfer dipole is an integral over a product of overlapping tails. It vanishes even after multiplication by $R$, because the tails fall faster than any power.

Let $\omega$ differ from every limiting excitation energy. The matrix to be inverted is then regular in the limit, matrix inversion is continuous, and the inverse becomes block diagonal. The charge-transfer blocks are multiplied by vanishing dipoles. The two local blocks leave

$$\alpha_{XY}(\omega)\to\alpha_X(\omega)+\alpha_Y(\omega)$$

in full response and in TDA. At a pole the statement has no meaning. Near a pole additivity may need a much larger $R$, because a small shift of an excitation energy then makes a large change in $\alpha$.

At $\omega=0.1$ hartree and $R=40$ bohr, the fragment values in full response add up to 68.292 bohr³, and the pair has 68.318 bohr³. In TDA the values are 82.357 and 82.377 bohr³. The remaining differences decay with distance, and their leading part can be calculated.

### The leading static correction

From here on, neither fragment has a permanent dipole moment, as is the case for Be and H₂. A permanent dipole would produce a field of order $R^{-3}$ at the other fragment. Through the hyperpolarizability of that fragment, this field can change its polarizability at the same order as the coupling treated below. Without permanent dipoles, such changes are of higher order in $1/R$.

Write the static matrix as $M_0+V$, where $M_0$ holds the diagonal blocks and $V$ the local $XX$–$YY$ coupling. To first order

$$(M_0+V)^{-1}=M_0^{-1}-M_0^{-1}VM_0^{-1}.$$

By (4) the elements of $V$ are $g\,\boldsymbol\mu_{ia}\cdot T\cdot\boldsymbol\mu_{jb}$. In full response $g=4$, since $A$ and $B$ contribute 2 each. In TDA $g=2$. For each fragment the static polarizability is $\alpha_{kp}=4\mu_k^TM_0^{-1}\mu_p$ in the method concerned, so each factor $\mu_k^TM_0^{-1}\mu_p$ equals $\alpha_{kp}/4$. The coupling can be traversed from $X$ to $Y$ and from $Y$ to $X$, hence

$$\delta\alpha=-4g\left[\frac{\alpha_X}{4}T\frac{\alpha_Y}{4}+\frac{\alpha_Y}{4}T\frac{\alpha_X}{4}\right]=-\frac g4\left(\alpha_XT\alpha_Y+\alpha_YT\alpha_X\right).\tag{10}$$

If the axes of the problem diagonalize all three tensors, the two terms are equal, and for each axis

$$\delta\alpha^{\rm full}=-2\alpha_XT\alpha_Y,\qquad\delta\alpha^{\rm TDA}=-\alpha^{\rm TDA}_XT\alpha^{\rm TDA}_Y.\tag{11}$$

Along $z$, insertion of $T_{zz}=-2/R^3$ gives

$$\delta\alpha^{\rm full}_{zz}=\frac{4\alpha_X\alpha_Y}{R^3},\qquad\delta\alpha^{\rm TDA}_{zz}=\frac{2\alpha^{\rm TDA}_X\alpha^{\rm TDA}_Y}{R^3}.$$

For the example at 40 bohr, where $R^3=64000$ bohr³,

$$\frac{4(6.4729)(43.5217)}{64000}=0.01761,\qquad\frac{2(7.4201)(55.2660)}{64000}=0.01281\ \text{bohr}^3.$$

The computed excesses are 0.01766 and 0.01287 bohr³. This settles the opening puzzle. The product of the TDA polarizabilities is larger by the factor $410.1/281.7=1.46$, but the coefficient is half as large, so the excess is smaller by the factor $1.46/2=0.73$.

Across the axis $T$ is positive and the correction lowers the polarizability. For two isotropic fragments the average over the three axes contains the trace of $T$, which is $-2+1+1=0$ in units of $R^{-3}$. The dipole term (10) then cancels from the mean polarizability, though not from its components.

### Why TDA has half the coupling

Two classical polarizable points give the same result as full response. A dipole $p_Y$ produces the field $-Tp_Y$ at $X$, so

$$p_X=\alpha_X(\mathcal F-Tp_Y),\qquad p_Y=\alpha_Y(\mathcal F-Tp_X).$$

Replacing each dipole on the right by its zeroth-order value and adding gives $\alpha_X+\alpha_Y-\alpha_XT\alpha_Y-\alpha_YT\alpha_X$, which is (10) with $g=4$.

The response equations show what TDA loses. In full response the distant fragment enters each equation through $AX+BY$. Since the two coupling blocks are equal, this is $2\boldsymbol\mu\cdot T\cdot\boldsymbol\mu\,(X+Y)$, which contains the whole induced dipole. In TDA the first equation contains $X$ alone and the second $Y$ alone. At zero frequency $X=Y$, so each equation feels half of the dipole on the other fragment.

At finite frequency the factor of one half changes. In full response, the leading coupling cancels from $A-B$, because it is the same in $A$ and $B$. The term $\omega^2(A-B)^{-1}$ therefore adds no coupling of this order, and (11) holds with frequency-dependent polarizabilities.

In TDA define $\beta^\pm=2\mu^T(A\mp\omega)^{-1}\mu$ for each fragment along one axis, so that $\alpha^{\rm TDA}=\beta^++\beta^-$. Expanding each inverse in the coupling $2\mu T\mu$ gives

$$\delta\alpha^{\rm TDA}(\omega)=-2T\left(\beta_X^+\beta_Y^++\beta_X^-\beta_Y^-\right).\tag{12}$$

To trace the factor: the prefactor 2, the coupling 2 and the two orders of traversal give 8, and each $\mu^T(A\mp\omega)^{-1}\mu$ is $\beta^\pm/2$, so $8/4=2$ remains. At $\omega=0$, $\beta^+=\beta^-=\alpha^{\rm TDA}/2$ and the static result returns. The products $\beta_X^+\beta_Y^-$ and $\beta_X^-\beta_Y^+$ are missing. If $\omega$ approaches resonances of both fragments, $\beta^+$ dominates on each, the missing products become relatively unimportant, and (12) tends to $-2\alpha^{\rm TDA}_XT\alpha^{\rm TDA}_Y$. The expansion still requires the coupling to be small compared with the distance of $\omega$ from the resonances.

### What remains beyond the dipole term

The part of the static polarizability that joins the $XX$ and $YY$ blocks can be evaluated with the computed inverse matrix. In full response this cross term is 0.141285 bohr³ at 20 bohr, against 0.140855 from the dipole formula, a relative difference of 0.31 percent. At 40 bohr the difference is 0.07 percent, about a quarter as much. This suits a relative correction of order $R^{-2}$. The correction of relative order $1/R$ would need a dipole–quadrupole response, which is odd under inversion and is therefore zero for both the atom and the molecule.

The total excess at 20 bohr, 0.1429 bohr³, is larger than the cross term by 0.0016 bohr³. Part of this is repeated induction. Solving the two classical equations along $z$ without expansion gives

$$\alpha_{zz}=\frac{\alpha_X+\alpha_Y+4\alpha_X\alpha_Y/R^3}{1-4\alpha_X\alpha_Y/R^6}.$$

The second-order term is $4\alpha_X\alpha_Y(\alpha_X+\alpha_Y)/R^6$. With the full-response values at 20 bohr it is

$$\frac{4(6.4729)(43.5217)(49.9946)}{6.4\times10^7}=0.0009\ \text{bohr}^3.$$

The other 0.0007 bohr³ is not resolved here, and it is not converged in the quadrature: a grid one level coarser leaves the cross term unchanged but lowers the total excess to 0.1425 bohr³ and this remainder to 0.0003 bohr³. The change of each ground state in the field of the other fragment, higher multipoles and differences between the quadrature grids can all contribute.

### Static response and finite fields

At $\omega=0$ the full response equation is $(A+B)(X+Y)=-2v$, with $X=Y$. It is the derivative of the self-consistency condition $F_{ai}=0$ with respect to the field, since $(A+B)\kappa$ is the change of $F_{ai}$ under a real orbital rotation $\kappa$. The full static polarizability is therefore the derivative of the self-consistent dipole moment. TDA omits $B$ and with it part of the change of the potential, so in general it does not have this property.

For the pair at 20 bohr, a central difference of self-consistent dipole moments in small fields gives 50.1370 bohr³. Full response gives 50.1375 bohr³ and TDA 62.7904 bohr³, which is 25 percent above the finite-field value. Additivity does not detect this error, because the TDA values of the fragments are too large in a consistent way. It is a necessary condition on a method and not a measure of its accuracy.

### Identical fragments

Let $Y$ be a translated copy of $X$, and let a symmetry operation of the pair interchange them, as for two hydrogen molecules on a common axis. Their local excitations are then degenerate before they couple, and any nonzero coupling mixes them completely. Excitation energies nevertheless remain size intensive, because the coupling itself vanishes.

Take a nondegenerate fragment root $\Omega_0$ with amplitudes $(X,Y)$, normalized by $X^TX-Y^TY=1$. Form the combination with coefficient $c_X$ for the excitation on one fragment and $c_Y$ for that on the other. Project the response equations without a field onto each fragment solution. The coupling block $V_2=2\boldsymbol\mu\cdot T\cdot\boldsymbol\mu$ occurs in both $A$ and $B$, so its projection is

$$J=X^TV_2X+X^TV_2Y+Y^TV_2X+Y^TV_2Y=(X+Y)^TV_2(X+Y)=\mathbf d\cdot T\cdot\mathbf d,$$

with $\mathbf d=\sqrt2\,\boldsymbol\mu^T(X+Y)$. In TDA $Y=0$, and the same form results with the TDA dipole. The projected equations are

$$\Omega_0c_X+Jc_Y=\Omega c_X,\qquad Jc_X+\Omega_0c_Y=\Omega c_Y,$$

with solutions $\Omega=\Omega_0\pm J$ for $c_X=\pm c_Y$. The splitting is $2|\mathbf d\cdot T\cdot\mathbf d|$. For dipoles along the axis $J=-2d^2/R^3$, so the in-phase state is the lower one, has squared dipole $2d^2$, and is separated from the dark out-of-phase state by

$$\Delta\Omega=\frac{4d^2}{R^3}.\tag{13}$$

No factor of one half distinguishes TDA here. Its splitting differs from that of full response through the value of $d^2$.

Two hydrogen molecules on a common axis, 30 bohr apart, have $d^2=1.527$ bohr² in full response. Formula (13) gives $4(1.52672)/27000=2.262\times10^{-4}$ hartree, and the computed splitting is $2.268\times10^{-4}$ hartree. In TDA $d^2=1.742$ bohr², with $2.581\times10^{-4}$ hartree from the formula and $2.588\times10^{-4}$ hartree computed. The mean of the two roots agrees with the root of a single molecule to within $10^{-6}$ hartree in both methods.

### Checking an implementation

Roots of the pair should be assigned before they are compared. Let $C_o$ and $C_v$ hold the occupied and virtual orbital coefficients, $s$ the overlap matrix of the basis, and $X$ the amplitude arranged as an occupied-by-virtual matrix. Form

$$D=s^{1/2}C_oXC_v^Ts^{1/2}$$

and divide it by its norm. The rows of $D$ locate the hole and the columns the electron. The sums of squares over the fragment blocks of $D$ are the weights of local and charge-transfer character. Rotations among the occupied or among the virtual orbitals leave $D$ unchanged, so the assignment also works for identical fragments with delocalized orbitals.

Three comparisons then examine different parts of the code. The local roots must approach the fragment roots, in TDA and in full response. This tests whether the local blocks of $A$ and $B$ separate from each other and from the charge-transfer blocks. It does not test the block of $B$ that joins opposite charge transfers, because an error there can leave every local root unchanged. For fragments without permanent dipoles, the $R^{-3}$ excess of the static polarizability must have the coefficient in (11), which tests the Coulomb coupling in $A$ and in $B$. The full static polarizability must agree with a finite-field derivative, which also tests the kernel within each fragment. The numerical output following this text lists the values for the present example.

## Table of computed values

```
PBE0/def2-SVP, singlets; X = H2, Y = Be
H2 bond length: 1.40 bohr
exact-exchange fraction c: 0.250
H2 HOMO, LUMO: -0.43770, 0.09017 hartree
Be HOMO, LUMO: -0.23661, -0.04527 hartree
max orbital-level change, R=40: 6.7e-06 hartree
R=20 bohr: norm of XX-YY block of A 9.309e-04 hartree
  relative misfit to dipole form: 0.0826
  largest local-CT element: 4.3e-05 hartree
  norm ratio, B(CT-CT)/A(XX-YY): 0.12500
  Be->H2 diagonal shift -0.012616, -c/R -0.012500 hartree
R=40 bohr: norm of XX-YY block of A 1.158e-04 hartree
  relative misfit to dipole form: 0.0413
  largest local-CT element: 2.4e-16 hartree
  norm ratio, B(CT-CT)/A(XX-YY): 0.12500
  Be->H2 diagonal shift -0.006265, -c/R -0.006250 hartree
XX-YY norm ratio, R=20 to R=40: 8.042
TDA: lowest root H2 alone 0.504562 hartree = 13.730 eV
TDA: lowest root Be alone 0.195735 hartree = 5.326 eV
  R=20: H2 0.504564, Be 0.195729, lowest CT 0.314214 hartree
    max change over all local roots: 6.1e-06 hartree
  R=40: H2 0.504562, Be 0.195735, lowest CT 0.320522 hartree
    max change over all local roots: 1.9e-07 hartree
full: lowest root H2 alone 0.497356 hartree = 13.534 eV
full: lowest root Be alone 0.183240 hartree = 4.986 eV
  R=20: H2 0.497356, Be 0.183234, lowest CT 0.314214 hartree
    max change over all local roots: 6.1e-06 hartree
  R=40: H2 0.497356, Be 0.183240, lowest CT 0.320522 hartree
    max change over all local roots: 1.9e-07 hartree
TDA alpha_zz: H2 7.4201, Be 55.2660, sum 62.6861 bohr^3
  R=20: pair 62.7904, excess 0.10433 bohr^3
    cross term 0.102827, dipole formula 0.102519 bohr^3
  R=40: pair 62.6990, excess 0.01287 bohr^3
    cross term 0.012824, dipole formula 0.012815 bohr^3
  omega=0.1 hartree, R=40: sum 82.3568, pair 82.3766 bohr^3
full alpha_zz: H2 6.4729, Be 43.5217, sum 49.9946 bohr^3
  R=20: pair 50.1375, excess 0.14290 bohr^3
    cross term 0.141285, dipole formula 0.140855 bohr^3
  R=40: pair 50.0122, excess 0.01766 bohr^3
    cross term 0.017620, dipole formula 0.017607 bohr^3
  omega=0.1 hartree, R=40: sum 68.2923, pair 68.3184 bohr^3
finite-field alpha_zz, R=20: 50.1370 bohr^3
two H2 molecules, R=30 bohr
  TDA: d^2 1.74229 bohr^2, mean root 0.504562 hartree
    splitting 2.5878e-04, 4d^2/R^3 2.5812e-04 hartree
  full: d^2 1.52672 bohr^2, mean root 0.497355 hartree
    splitting 2.2677e-04, 4d^2/R^3 2.2618e-04 hartree
```
